# Binomial ligand loss from a four-ligand precursor

## Definitions and conventions

Let ML₄ be a molecule with four identical ligands L on a centre M. ML\(_j\) denotes the species with \(j\) ligands still attached, and \(P_j(t)\) is its fraction among all molecules that entered as ML₄. The index counts ligands left, so a molecule moves from \(j=4\) down to \(j=0\).

The rate constant \(K_j\) belongs to the step ML\(_j\) → ML\(_{j-1}\): a molecule in state \(j\) takes that step in a short time \(dt\) with probability \(K_j\,dt\). The rate of the step is \(K_jP_j\), which also depends on how much ML\(_j\) is present.

The assumptions are as follows.

1. At \(t=0\) every molecule is ML₄.
2. Each attached ligand is lost in \(dt\) with probability \(k\,dt\), with the same constant \(k\) for every ligand, whatever has happened to the others. Different ligands are lost independently.
3. A lost ligand does not return.
4. No species is supplied or removed in any other way.

Assumption 2 says more than that the ligands are identical. Four identical ligands could all become harder to remove once the first has gone. Here a remaining ligand keeps its value of \(k\).

## Theorem

Under these assumptions,

\[
K_4:K_3:K_2:K_1=4:3:2:1,\qquad K_j=jk,
\]

and the populations are

\[
P_j(t)=\binom4j p^j(1-p)^{4-j},\qquad p(t)=e^{-kt}.
\]

## Lemma 1: survival of one ligand

The probability that a given ligand is still attached at time \(t\) is \(p=e^{-kt}\).

**Proof.** To be attached at \(t+dt\), the ligand must be attached at \(t\) and survive the next interval:

\[
p(t+dt)=p(t)(1-k\,dt).
\]

Subtracting \(p(t)\), dividing by \(dt\) and letting \(dt\to0\) gives \(dp/dt=-kp\). With \(p(0)=1\), the solution is \(p=e^{-kt}\). ∎

## Lemma 2: the step constants

A molecule with \(j\) attached ligands has \(K_j=jk\).

**Proof.** There are \(j\) choices for the ligand that leaves, and the other \(j-1\) must stay. The probability of one loss in \(dt\) is therefore

\[
j(k\,dt)(1-k\,dt)^{j-1}=jk\,dt+O(dt^2).
\]

Two or more losses need at least two factors \(k\,dt\), so their probability is of order \(dt^2\) and contributes no rate as \(dt\to0\). The molecule thus moves down one step at a time, with \(K_j=jk\). Setting \(j=4,3,2,1\) gives \(4k,3k,2k,k\). ∎

The ratio comes from the number of ligands able to leave. No bond has become stronger along the sequence. The intact precursor disappears with constant \(4k\), so a first-order constant measured from its disappearance must be divided by four to obtain \(k\).

## Proof of the binomial distribution

Choose a particular set of \(j\) ligands. By independence, the probability that these are attached and the other \(4-j\) are lost is \(p^j(1-p)^{4-j}\). There are \(\binom4j\) such sets, and they exclude one another. Adding their probabilities gives the stated \(P_j\).

The same result must satisfy the kinetic equations. ML\(_j\) is formed from ML\(_{j+1}\) and consumed by its own next loss:

\[
\frac{dP_j}{dt}=(j+1)kP_{j+1}-jkP_j,\qquad P_5=0.
\]

Put \(q=1-p\). Lemma 1 gives \(dp/dt=-kp\) and \(dq/dt=+kp\). Differentiating the binomial by the product rule,

\[
\begin{aligned}
\frac{dP_j}{dt}
&=\binom4j\left[jp^{j-1}q^{4-j}(-kp)+(4-j)p^jq^{3-j}(kp)\right]\\
&=-jkP_j+k(4-j)\binom4jp^{j+1}q^{3-j}.
\end{aligned}
\]

For \(j<4\), the factorials give

\[
(4-j)\binom4j=\frac{4!}{j!(3-j)!}=(j+1)\binom4{j+1},
\]

so the last term is \((j+1)kP_{j+1}\), as required. For \(j=4\) it vanishes. At \(t=0\), \(p=1\) and only \(P_4\) is nonzero. The linear equations can be solved in turn from \(P_4\) down to \(P_0\), so this initial state has one solution. ∎

## Consequences

**Mean and variance.** Let \(s_i=1\) if ligand \(i\) is attached and 0 if it is lost. Then \(s_i^2=s_i\), so \(s_i\) has mean \(p\) and variance \(p-p^2\). The number left is \(n=s_1+s_2+s_3+s_4\). Means add, and variances add because the ligands are independent:

\[
\langle n\rangle=4p,\qquad \operatorname{Var}(n)=4p(1-p).
\]

**Peaks.** For \(j=1,2,3\), differentiating \(\ln P_j\) with respect to \(p\) gives

\[
\frac{1}{P_j}\frac{dP_j}{dp}=\frac jp-\frac{4-j}{1-p}
=\frac{j-4p}{p(1-p)}.
\]

Multiplication by \(dp/dt=-kp\) yields

\[
\frac{dP_j}{dt}=\frac{k(4p-j)}{1-p}P_j.
\]

The population rises while \(p>j/4\) and falls afterwards. Its maximum is at \(p=j/4\), or \(t=\ln(4/j)/k\). The heights are \(27/64\), \(3/8\) and \(27/64\) for \(j=3,2,1\); they do not depend on \(k\).

**Complete stripping.** The probability of remaining in state \(j\) for a time \(u\) after entering it is \(e^{-jku}\), whose mean waiting time is \(\int_0^\infty e^{-jku}du=1/(jk)\). The mean time to lose all four ligands is the sum

\[
\frac1k\left(\frac14+\frac13+\frac12+1\right)=\frac{25}{12k}.
\]

**Early and late times.** For \(kt\ll1\), \(p\simeq1\) and \(1-p\simeq kt\). A species that has lost \(m\) ligands has \(P_{4-m}\simeq\binom4m(kt)^m\) to leading order. The approximation needs \(4kt\ll1\): at \(kt=0.1\) the exact fractions are only 0.67 to 0.82 of these values. For \(kt\gg1\), \(P_j\simeq\binom4je^{-jkt}\), so the rare molecules that still carry ligands are mostly ML.

## Converse

Suppose an irreversible chain loses one ligand at a time, starts as ML₄ and has positive constants \(K_j\). If its populations are binomial at all times with some differentiable \(p(t)\), then \(K_j=jk\).

**Proof.** Let \(S_j=\sum_{i=j}^4P_i\) be the fraction with at least \(j\) ligands. It changes only through the step from \(j\) to \(j-1\), so \(dS_j/dt=-K_jP_j\).

Define \(a_i=i\binom4ip^{i-1}q^{4-i}\) for \(i\leq4\), and \(a_5=0\). Differentiating a binomial term with respect to \(p\), with \(dq/dp=-1\), gives

\[
\frac{dP_i}{dp}=a_i-(4-i)\binom4ip^iq^{3-i}=a_i-a_{i+1},
\]

by the factorial identity above. In the sum from \(i=j\) to 4 all intermediate terms cancel:

\[
\frac{dS_j}{dp}=a_j=\frac{jP_j}{p}.
\]

The two expressions for \(dS_j/dt\) give \(K_jP_j=-jP_j(dp/dt)/p\). For \(t>0\), \(P_4=p^4=e^{-K_4t}\) lies between 0 and 1, so \(0<p<1\) and every \(P_j\) is positive. Division by \(P_j\) leaves

\[
K_j=-j\frac{1}{p}\frac{dp}{dt}.
\]

The case \(j=4\) fixes the common factor as \(K_4/4\), which we call \(k\). ∎

The converse determines the step constants but not which ligand leaves. A chain that removed labelled ligands in a fixed order with constants \(4k,3k,2k,k\) would have the same \(P_j\).

**A composition test.** In the following ratios \(p\) cancels:

\[
\frac{P_3^2}{P_4P_2}=\frac{4^2}{1\cdot6}=\frac83,\qquad
\frac{P_2^2}{P_3P_1}=\frac{6^2}{4\cdot4}=\frac94.
\]

They can be applied to a measured composition without knowing \(k\) or \(t\), provided all molecules have had the same history and the species are detected with known relative sensitivities. Agreement of these two ratios at one time is necessary for the binomial law but not sufficient: a chain with constants \(4k,\ 3.29k,\ 2.97k,\ 4.35k\) satisfies both at \(kt=0.66\). A third ratio, \(P_1^2/(P_2P_0)=8/3\), rejects that chain, for which it is 0.44. If all three hold, the composition is binomial at that time. For an irreversible chain with fixed constants this forces \(K_j=jk\), because \(P_4\) fixes \(K_4t\) and each lower \(P_j\) falls steadily as \(K_j\) grows, so it fixes \(K_jt\) in turn. Outside such a chain, one time does not establish the whole time course.

## Remarks on wider conditions

**A shared temperature history.** If \(k\) varies with time but is the same for all ligands and molecules, Lemma 1 becomes \(dp/dt=-k(t)p\), so

\[
p=\exp\left[-\int_0^t k(t')\,dt'\right].
\]

The counting argument is unchanged. The populations remain binomial, and at each instant the constants stand as 4:3:2:1.

**Ligand return.** Suppose instead that every empty site is refilled independently with constant rate \(r\). Then

\[
\frac{dp}{dt}=-kp+r(1-p),\qquad
p=\frac{r+ke^{-(k+r)t}}{k+r}.
\]

Indeed, the difference between \(p\) and its steady value \(r/(k+r)\) decays with constant \(k+r\), and it starts at \(k/(k+r)\). Independent sites again give a binomial. Irreversibility is therefore needed for \(p=e^{-kt}\) and for the one-way chain, but not for the binomial form itself.

**Different histories.** If molecules have different values of \(p\), each group is binomial but their mixture need not be. At fixed \(p\), the mean of \(n^2\) is \(4p(1-p)+(4p)^2=4p+12p^2\). With a bar for the average over groups,

\[
\begin{aligned}
\operatorname{Var}(n)&=4\bar p+12\overline{p^2}-16\bar p^2\\
&=4\bar p(1-\bar p)+12\left(\overline{p^2}-\bar p^2\right).
\end{aligned}
\]

The last bracket is the variance of \(p\). Any spread in it makes the distribution broader than the binomial with the same mean.

## Worked example

Consider dilute precursor vapour mixed into preheated nitrogen at 600 K and 760 Torr, with a residence time of 0.10 s. Each ligand has \(k=Ae^{-E/k_BT}\), with \(A=10^{13}\) s⁻¹ and \(E=1.45\) eV. Since \(k_BT=0.0517\) eV,

\[
k=10^{13}e^{-1.45/0.0517}\ \text{s}^{-1}\simeq6.6\ \text{s}^{-1}.
\]

The four step constants are 26.5, 19.8, 13.2 and 6.6 s⁻¹. At the outlet \(kt=0.66\) and \(p=0.516\). For example, \(P_2=6(0.516)^2(0.484)^2=0.374\). The full composition is:

| Ligands left | 4 | 3 | 2 | 1 | 0 |
|---|---:|---:|---:|---:|---:|
| Fraction | 0.071 | 0.266 | 0.374 | 0.234 | 0.055 |

The mean is \(4p=2.06\) ligands. The corresponding step rates \(K_jP_j\) are about 1.9, 5.3, 5.0 and 1.5 s⁻¹ per initial molecule. They do not stand as 4:3:2:1, because the populations differ.

The intact precursor has half-life \(\ln2/(4k)=26\) ms, against \(\ln2/k=105\) ms for one ligand. ML₃, ML₂ and ML peak at 43, 105 and 210 ms. Complete stripping takes \(25/(12k)=315\) ms on average. By the table, about 87% of the molecules leave this reactor partly stripped, with one, two or three ligands left.

If the gas instead warmed linearly from 500 to 600 K during the same 0.10 s, numerical integration of \(k(t)\) gives \(p=0.876\). The composition would still be binomial, but with much less ligand loss.

## Comparison with a real precursor

The temperature and pressure are meant for the regime of atmospheric-pressure deposition from tetrakis(dimethylamido)titanium, which has four identical amido ligands. The prefactor and barrier are rough effective values, not a computed mechanism. Using them for every loss, down to the bare metal atom, is an assumption of the model, so the table of fractions is not a prediction of the titanium species in a reactor. The barrier should not be read as the energy of a Ti–N bond. Nitride deposition from this compound normally adds ammonia, which removes amido ligands by bimolecular exchange; that chemistry is not included here. In the real compound two parts of assumption 2 are open to doubt. Ligands may not leave independently: if a departing amido ligand takes a hydrogen atom from a neighbouring ligand, the loss involves two ligands and the count 4:3:2:1 no longer applies. Even if each ligand leaves without taking an atom from a neighbour, \(k\) may change after each loss, since the bonding at titanium changes. The losses are then no longer statistically independent. As a trial of the second doubt alone, let the barrier rise by 0.05 eV per loss, with all other settings fixed. Each rise multiplies the constant per ligand by \(e^{-0.05/0.0517}=0.38\). The step constants become 26.5, 7.5, 1.9 and 0.36 s⁻¹, and the solved rate equations give an ML₃ fraction of 0.56 instead of 0.27. The ML₄ fraction stays at 0.071 because \(K_4\) is unchanged. Disappearance of the intact precursor therefore cannot reveal this failure, whereas \(P_3^2/(P_4P_2)\) rises from 2.7 to about 13.

## Other effects in the example

**Temperature.** An increase of 10 K multiplies \(k\) by 1.58. Then \(p=e^{-0.66\times1.58}\simeq0.35\), and the mean number left falls from 2.06 to about 1.4. With one common barrier the 4:3:2:1 ratio is unaffected.

**Residence time.** Suppose the gas enters with a fully developed laminar profile. In the 2 cm radius tube considered below, a flat inlet profile would need much longer than 0.10 s to reach this form, so the estimate shows the effect of a developed profile and does not describe every inlet. A streamline at fraction \(s\) of the tube radius has speed \(2(1-s^2)\) times the mean. Its transit time is \(\tau/[2(1-s^2)]\), where \(\tau=0.10\) s, and its share of the flow is \(4s(1-s^2)\,ds\). Averaging the binomials numerically, without radial mixing, gives a mean of 2.29 ligands and a variance of 1.26. A binomial with that mean has variance 0.98. Radial diffusion with the coefficient estimated below shifts the mean to 2.26 and the variance to about 1.3, and leaves the two figures that follow unchanged at the digits shown. The ML₄ fraction doubles to 0.14, and \(P_3^2/(P_4P_2)\) falls from 2.7 to 2.3. The flow pattern therefore matters even when the chemistry obeys the theorem, and a failed composition test does not by itself show that the ligand constants differ.

**Walls.** For a tube of radius \(R=2\) cm, take a hard-sphere collision diameter \(d=0.60\) nm and masses of 224 u for the precursor and 28 u for nitrogen. With gas density \(N\) and reduced mass \(\mu\), the first Chapman–Enskog approximation is

\[
D=\frac{3}{8Nd^2}\sqrt{\frac{k_BT}{2\pi\mu}}=0.15\ \text{cm}^2/\text{s}.
\]

Near a perfectly absorbing flat wall the concentration is \(c_0\operatorname{erf}(x/\sqrt{4Dt})\), so the flux into the wall is \(c_0\sqrt{D/(\pi t)}\). Integrating over time gives \(2c_0\sqrt{Dt/\pi}\) per unit area. A tube has wall area \(2/R\) per unit volume, so the lost fraction is about \((4/R)\sqrt{Dt/\pi}\simeq14\%\) in plug flow. Because this loss is limited by diffusion, partial sticking lowers it only when the sticking probability is very small. The full solution for a cylinder gives 13.5% for a perfect absorber, 13.3% at a sticking probability of \(10^{-2}\), 11% at \(10^{-3}\) and 4% at \(10^{-4}\).

**Return.** At a precursor pressure of 0.10 Torr, the released ligands would have density \(4(1-p)\times0.10\ \text{Torr}/(k_BT)=3.1\times10^{15}\) cm⁻³ if all stayed free. Multiplying by \(\pi d^2\) and the mean relative speed \(\sqrt{8k_BT/(\pi\mu')}\), where \(\mu'\) is the reduced mass of a 44 u ligand and a 180 u fragment, gives \(2.1\times10^6\) encounters per second. Assign all of them to one empty site. For this fragment, return then stays below 1% of \(k\) if its probability per encounter is below \(0.066/(2.1\times10^6)\simeq3\times10^{-8}\). If that probability is \(e^{-E_r/k_BT}\), with no steric factor, the return barrier \(E_r\) must exceed about 0.89 eV. This figure depends on the hard-sphere prefactor of \(7\times10^{-10}\) cm³/s. If return is the reverse of a loss with \(A=10^{13}\) s⁻¹, detailed balance with the translational partition function alone gives a prefactor near \(2\times10^{-14}\) cm³/s and a threshold near 0.35 eV; rotational and vibrational factors would shift this further. Ligands that persist and recombine without a barrier would break assumption 3. Metal-containing molecules also meet one another, tens of thousands of times each during 0.10 s in the same hard-sphere model. If fragments combine in such encounters, assumption 4 fails as well.

**Energy left by a reaction.** With the same hard-sphere model, a precursor molecule undergoes about \(4\times10^8\) gas collisions in the mean first-loss time \(1/(4k)=38\) ms. A fragment that survives its first collisions therefore has ample opportunity to reach the gas temperature before its next loss. A small fragment formed with much excess energy may instead lose another ligand before it cools, and the thermal constant does not describe that step. Nor does the collision count show that the fragments share one barrier. Changes of mechanism and the pressure dependence of each unimolecular step are not included in these estimates.
